# Why a Neutral Molecule Still Feels a Grounded Wall

Place a water molecule at the centre of a sphere of radius 10 bohr and require the electrostatic potential to vanish on the sphere. In a Hartree-Fock calculation the energy comes out 9.1 meV lower than in free space. Yet the molecule is neutral, and in the Gaussian basis used below only about two millionths of an electron lie beyond 10 bohr (the figure depends on the basis; adding more diffuse functions raises it about tenfold, which is still a very small charge). Doubling the radius leaves an error of 1.1 meV. For a nitrogen molecule, also neutral, the same two spheres give errors of 0.11 meV and 0.003 meV. Something other than total charge decides how much the wall matters.

## The belief and its appeal

A real-space calculation often solves Poisson's equation in a finite region with prescribed values of the potential on the boundary. The belief is that zero is an adequate choice for any neutral molecule, provided the electron density has died away before the wall.

There is a good reason behind it. I use Hartree atomic units, in which a charge $q$ produces the potential $q/r$ and

$$
\nabla^2\phi=-4\pi\rho .
$$

Here $\rho$ is the total charge density, with nuclei positive and electrons negative. Far from a system of net charge $Q$ the potential is approximately $Q/r$. Neutrality removes this slowest term. For a neutral, spherically symmetric atom whose charge lies inside the wall, Gauss's law gives zero field outside the charge, so the potential there is zero and the boundary value is correct.

A molecule need not be spherical, however. If it has a dipole moment $\mathbf p=\int\rho\,\mathbf r\,d^3r$, its potential far away is, to leading order,

$$
\phi_{\rm free}\simeq\frac{p\cos\theta}{r^2},
$$

where $\theta$ is measured from $\mathbf p$. The density falls off roughly exponentially, but this potential falls off only as a power. For water, with the computed dipole $p_0=0.787\,e\,$bohr, it equals $0.787/10^2=0.0079$ atomic units at the poles of the 10 bohr sphere. Setting it to zero changes the physical problem: the molecule now sits in a grounded metal cavity.

## What the wall does to a dipole

Let all the charge lie inside a sphere of radius $R$, with the origin at its centre. Write the potential with zero boundary values as

$$
\phi=\phi_{\rm free}+\phi_{\rm r}.
$$

Both $\phi$ and $\phi_{\rm free}$ satisfy Poisson's equation with the same $\rho$. Subtracting the two equations gives $\nabla^2\phi_{\rm r}=0$ throughout the interior. On the wall, $\phi_{\rm r}=-\phi_{\rm free}$.

Take the dipole part first. We need a solution of Laplace's equation that is finite at the origin and equals $-p\cos\theta/R^2$ at $r=R$. The function $r\cos\theta=z$ satisfies Laplace's equation, so we try $\phi_{\rm r}=A\,r\cos\theta$. The wall condition is $AR=-p/R^2$, hence $A=-p/R^3$ and

$$
\phi_{\rm r}=-\frac{p\,r\cos\theta}{R^3}=-\frac{\mathbf p\cdot\mathbf r}{R^3}.
$$

A solution of Laplace's equation is fixed by its boundary values, so this is the one required. It holds even inside the molecule, where $\phi_{\rm free}$ itself does not look like a point-dipole potential. The corresponding reaction field is

$$
\mathbf F=-\nabla\phi_{\rm r}=+\frac{\mathbf p}{R^3}.
$$

It is uniform and parallel to the dipole. The sign makes sense: the positive end of the molecule draws negative charge onto the nearby wall, and that charge pulls the positive end outwards.

The electrostatic energy is $\tfrac12\int\rho\,\phi\,d^3r$. For a fixed charge distribution, the wall therefore changes it by

$$
\Delta E=\frac12\int\rho\,\phi_{\rm r}\,d^3r
=-\frac{1}{2R^3}\,\mathbf p\cdot\int\rho\,\mathbf r\,d^3r
=-\frac{p^2}{2R^3}.
$$

The factor $\tfrac12$ is there because the dipole creates the field that acts on it. To see this another way, build up the charge distribution in proportion to a number $\lambda$ running from 0 to 1. At each stage the dipole is $\lambda p$ and the field is $\lambda p/R^3$. Adding $p\,d\lambda$ changes the energy by $-(\lambda p/R^3)\,p\,d\lambda$, and $\int_0^1\lambda\,d\lambda=\tfrac12$.

The error is thus algebraic in $R$. Once the density is well inside the wall, further decay of the density does nothing to remove it.

## All multipoles, and why nitrogen is different

The same argument works for every multipole. Let $Y_{lm}$ be the spherical harmonics, and define

$$
C_{lm}=\sqrt{\frac{4\pi}{2l+1}}\,Y_{lm},\qquad
Q_{lm}=\int\rho\,r^l\,C_{lm}^*\,d^3r .
$$

With this normalization a charge $q$ at height $z$ on the polar axis has $Q_{l0}=qz^l$. Outside the charge, the multipole expansion reads

$$
\phi_{\rm free}=\sum_{lm}\frac{Q_{lm}C_{lm}}{r^{l+1}} .
$$

The solutions of Laplace's equation that are finite at the origin are $r^lC_{lm}$. To cancel $Q_{lm}C_{lm}/R^{l+1}$ on the wall, the coefficient of $r^lC_{lm}$ must be $-Q_{lm}/R^{2l+1}$. Therefore

$$
\phi_{\rm r}=-\sum_{lm}\frac{Q_{lm}}{R^{2l+1}}\,r^lC_{lm}.
$$

Since $\rho$ is real, $\int\rho\,r^lC_{lm}\,d^3r=Q_{lm}^*$. Inserting this in $\tfrac12\int\rho\,\phi_{\rm r}\,d^3r$ gives

$$
\Delta E=-\frac12\sum_{lm}\frac{|Q_{lm}|^2}{R^{2l+1}} .
$$

Neutrality removes the $l=0$ term and nothing else. No term is positive, so for a fixed density the wall cannot raise the electrostatic energy.

The $l=2$ term is more convenient in Cartesian form. Define

$$
\Theta_{ij}=\int\rho\,t_{ij}(\mathbf r)\,d^3r,\qquad
t_{ij}(\mathbf r)=\tfrac12(3x_ix_j-r^2\delta_{ij}).
$$

For two points $\mathbf r$ and $\mathbf r'$ separated by the angle $\gamma$ as seen from the origin, multiplying out the product gives

$$
\sum_{ij}t_{ij}(\mathbf r)\,t_{ij}(\mathbf r')
=\tfrac14\left[9(\mathbf r\cdot\mathbf r')^2-3r^2r'^2\right]
=\tfrac32\,r^2r'^2P_2(\cos\gamma).
$$

The addition theorem says $P_2(\cos\gamma)=\sum_m C_{2m}(\hat{\mathbf r})C_{2m}^*(\hat{\mathbf r}')$. Multiplying by $r^2r'^2\rho(\mathbf r)\rho(\mathbf r')$ and integrating over both points gives $\sum_m|Q_{2m}|^2=\tfrac23\sum_{ij}\Theta_{ij}^2$. The quadrupole error is then

$$
\Delta E_2=-\frac{1}{3R^5}\sum_{ij}\Theta_{ij}^2 .
$$

Nitrogen has no dipole, by symmetry, so this is its leading error. With the molecular axis along $z$, $\Theta_{xx}=\Theta_{yy}=-\Theta_{zz}/2$, the sum is $\tfrac32\Theta_{zz}^2$, and $\Delta E_2=-\Theta_{zz}^2/(2R^5)$. The computed $\Theta_{zz}=-0.901\,e\,$bohr$^2$ gives, at $R=10$ bohr,

$$
\Delta E_2=-\frac{0.901^2}{2\times10^5}=-4.06\times10^{-6}\ \text{hartree}.
$$

The self-consistent calculation also gives $-4.06\times10^{-6}$ hartree. Doubling the radius should reduce the error by $2^5=32$, and the computed ratio is 32.03. The self-consistent calculation (restricted Hartree-Fock, aug-cc-pVDZ basis, bond length 2.07 bohr) uses the reaction potential derived above, cut off after $l=2$, so this agreement shows only that the response of the density is small. The omitted $l=4$ term falls as $R^{-9}$; it would add about 0.6% at $R=10$ bohr and raise the ratio to about 32.2. The multipole formula itself was checked independently, against explicit image charges for a set of point charges. The quadrupole itself depends on the basis: aug-cc-pVTZ and aug-cc-pVQZ give $\Theta_{zz}\simeq-0.93\,e\,$bohr$^2$, which raises the error at 10 bohr from 0.11 to 0.12 meV. For this molecule, zero boundary values are adequate for many purposes. That is a consequence of its missing dipole, not of its neutrality alone.

## The molecule responds

So far the charge distribution has been held fixed. In a self-consistent calculation the reaction field also polarizes the molecule. Water's dipole lies along its symmetry axis. Let $p_0$ be its free value and $\alpha$ the polarizability along that axis. In the linear-response regime, changing the dipole from $p_0$ to $p$ costs the energy $(p-p_0)^2/(2\alpha)$. This is the right cost because minimizing it together with the energy $-pF$ in an external field $F$ gives $p=p_0+\alpha F$, which defines $\alpha$.

Keeping only the dipole part of the wall's effect, the energy relative to the free molecule is

$$
W(p)=\frac{(p-p_0)^2}{2\alpha}-\frac{p^2}{2R^3}.
$$

Setting $dW/dp=0$ gives $(p-p_0)/\alpha=p/R^3$, or

$$
p=\frac{p_0}{1-\alpha/R^3}.
$$

To find the energy, substitute $p-p_0=\alpha p/R^3$:

$$
W=\frac{\alpha p^2}{2R^6}-\frac{p^2}{2R^3}
=-\frac{p^2}{2R^3}\left(1-\frac{\alpha}{R^3}\right)
=-\frac{p_0^2}{2(R^3-\alpha)} .
$$

The last step inserts the expression for $p$. The second derivative of $W$ is $1/\alpha-1/R^3$, so this is a minimum only if $R^3>\alpha$. A wall close enough to threaten that condition would in any case cut into the density, and the model would no longer apply.

In this dipole model, the wall therefore makes the dipole too large and the energy too low. A variational energy below the free-space value is no sign of a better calculation here: the functional being minimized has itself been lowered.

## The numbers for water

The water calculation uses restricted Hartree-Fock theory in the aug-cc-pVDZ basis, with O-H distances of 1.81 bohr and an angle of 104.5 degrees. The centre of nuclear charge is at the centre of the sphere. The dipole and quadrupole reaction potentials are recomputed from the density until they are self-consistent. Electron correlation, basis-set incompleteness and reaction terms beyond $l=2$ are left out. So is the confinement of the orbitals by the wall, which restricts the trial functions and by itself would raise the energy. The wall acts only on the classical electrostatics of the total charge density; the exchange energy keeps the free-space Coulomb interaction. This matters. The exchange energy is $-\tfrac12$ times a sum of Coulomb self-interactions of orbital pair densities, and the pair density of an occupied spin-orbital with itself carries unit charge. At leading order, zero wall values in those Poisson problems would therefore add $+N/(2R)$ for $N$ electrons, far more than the shift discussed here. The 9.1 meV is thus the effect of the electrostatic boundary condition, in this model. The reaction terms beyond $l=2$, mostly the octupole, would add about $-6\times10^{-7}$ hartree (0.02 meV) at $R=10$ bohr.

Calculations without the sphere give $p_0=0.7866\,e\,$bohr and $\alpha=8.06$ bohr$^3$. These digits belong to this basis: aug-cc-pVTZ gives 0.780 and 8.39, a shift of 9.0 meV instead of 9.1 meV at 10 bohr, and a 1 meV radius of 20.2 bohr instead of the 20.35 bohr found below. Hartree-Fock also overestimates the dipole; the measured value, about $0.73\,e\,$bohr, would make the dipole part some 14% smaller. For $R=10$ bohr the dipole formula yields

$$
W=-\frac{0.7866^2}{2(1000-8.06)}=-3.12\times10^{-4}\ \text{hartree}.
$$

The quadrupole term, evaluated with the free molecule's moments, adds $-0.23\times10^{-4}$ hartree. Their sum, $-3.35\times10^{-4}$ hartree, agrees with the self-consistent shift of $-3.35\times10^{-4}$ hartree, which is 9.1 meV.

At larger radii the dipole takes over:

| $R$ (bohr) | Self-consistent shift ($10^{-5}$ hartree) | Dipole part | Quadrupole part |
|---:|---:|---:|---:|
| 10 | −33.50 | −31.19 | −2.30 |
| 15 | −9.49 | −9.19 | −0.30 |
| 20 | −3.94 | −3.87 | −0.07 |

From 10 to 20 bohr the shift falls by a factor of 8.5. The dipole part alone falls by 8.06, slightly more than $2^3$ because of $\alpha$. The faster-falling quadrupole part supplies the rest.

The dipole itself rises by $6.46\times10^{-3}\,e\,$bohr at $R=10$ bohr, against $6.39\times10^{-3}$ from the formula. The formula omits the polarization caused by the quadrupole reaction potential, which is the source of the 1% difference in the rise: with the dipole reaction potential alone, the self-consistent rise is $6.39\times10^{-3}$, as in the formula. The difference shrinks with radius about as fast as $R^{-5}$, as that explanation requires.

How large must the sphere be for a dipole error of 1 meV, or $3.675\times10^{-5}$ hartree? Solving $p_0^2/[2(R^3-\alpha)]=\varepsilon$ for the radius gives

$$
R=\left(\frac{p_0^2}{2\varepsilon}+\alpha\right)^{1/3}
=\left(\frac{0.7866^2}{2\times3.675\times10^{-5}}+8.06\right)^{1/3}
\simeq20.35\ \text{bohr},
$$

or 10.8 Å. This is about twice the radius at which the density had already become negligible.

## A cubic box does not escape

Many grids fill a cube rather than a sphere. Put a dipole at the centre of a grounded cube of side $L$, pointing along $z$. The walls can be replaced by repeated mirror images centred at $L(n_x,n_y,n_z)$, where the $n$'s are integers. Every reflection reverses the sign of the charges. Reflection in an $x$ or $y$ wall leaves their $z$ separation alone, so the image dipole is reversed. Reflection in a $z$ wall also reverses the separation, so the image dipole keeps its direction. The sign of an image is therefore $(-1)^{n_x+n_y}$.

A dipole $p$ along $z$ produces, at displacement $\mathbf r$, the $z$ component of field $p(3z^2-r^2)/r^5$. Adding the images gives a central field $cp/L^3$, with

$$
c=\sum_{(n_x,n_y)}(-1)^{n_x+n_y}\sum_{n_z}\frac{3n_z^2-n^2}{n^5},
\qquad n^2=n_x^2+n_y^2+n_z^2 .
$$

The origin is omitted, and each line along $z$ is summed first. The result is $c=5.354$. Solving Poisson's equation in the cube with a sine series, without using images, gives the same value to three decimals at $L=16$ bohr.

The leading energy error for a fixed dipole is then $-cp^2/(2L^3)$, by the same charging argument as before. The sphere that just fits inside the cube has $R=L/2$ and a reaction field of $8p/L^3$. The cube's corners make the field weaker, but the inverse-cube law remains.

## What to do instead

Enlarging the region works slowly: at leading order, halving the dipole error requires twice the volume. It is better to give the wall the potential it would have in free space. For a sphere the dipole part is

$$
\phi(R,\theta)=\frac{p\cos\theta}{R^2}.
$$

The reaction potential then has no $l=1$ part, and the $R^{-3}$ error is gone. In a radial test with a unit dipole and $R=10$ bohr, zero boundary values gave an error of $-5.0\times10^{-4}$ hartree. Dipole boundary values reduced it to about $2\times10^{-8}$ hartree in magnitude, which is the discretization error of the radial grid. For water in the same sphere, the quadrupole part of $-2.3\times10^{-5}$ hartree, about 0.6 meV, would remain. Including the quadrupole in the boundary values removes that too, and leaves the octupole term of about 0.02 meV. In a self-consistent calculation the moments must be updated with the density.

One condition deserves care: the source in Poisson's equation must be the neutral total charge. Some programs solve for the potential of the $N$ electrons alone and treat the nuclear attraction separately, as in free space. The source then has $Q_{00}=-N$, and zero boundary values change the classical (Hartree) repulsion energy of the electron density by $-N^2/(2R)$ at leading order. For ten electrons and $R=10$ bohr this is $-100/20=-5$ hartree. The molecule is neutral, but the charge given to the solver is not.

The question to ask before setting the wall to zero is therefore which multipole of the solver's source is the first that does not vanish. If it has order $l$, the leading energy error in a sphere falls as $R^{-(2l+1)}$. The check's output gives numerical checks of the main results.

## Computed values

```
Model sphere radius: 10.0 bohr; model dipole: 1 e bohr
Model reaction field at R/4, R/2: 0.001000, 0.001000 a.u.
Model dipole energy shift, zero wall: -5.0002e-04 hartree
Same, dipole wall values: -1.9e-08 hartree
Ten electrons alone, zero wall: -5.0000 hartree
Cube field coefficient c, lattice sum: 5.3536
Cube c from sine series, L = 12 bohr: 5.3542
Cube c from sine series, L = 16 bohr: 5.3539
Water: O-H 1.81 bohr, angle 104.5 degrees
Water free energy, RHF/aug-cc-pVDZ: -76.041393 hartree
Water free dipole p0: 0.7866 e bohr
Water polarizability along p0: 8.056 bohr^3
Water electron charge beyond 10 bohr: 1.9e-06 e
Water in sphere R = 10 bohr:
  SCF energy shift: -3.3499e-04 hartree = -9.115 meV
  formula, dipole part: -3.1187e-04 hartree
  formula, quadrupole part: -2.3045e-05 hartree
  dipole rise, SCF: 6.463e-03 e bohr
  dipole rise, formula: 6.389e-03 e bohr
Water in sphere R = 15 bohr:
  SCF energy shift: -9.4919e-05 hartree = -2.583 meV
  formula, dipole part: -9.1882e-05 hartree
  formula, quadrupole part: -3.0348e-06 hartree
  dipole rise, SCF: 1.892e-03 e bohr
  dipole rise, formula: 1.882e-03 e bohr
Water in sphere R = 20 bohr:
  SCF energy shift: -3.9429e-05 hartree = -1.073 meV
  formula, dipole part: -3.8709e-05 hartree
  formula, quadrupole part: -7.2016e-07 hartree
  dipole rise, SCF: 7.951e-04 e bohr
  dipole rise, formula: 7.929e-04 e bohr
Water radius for 1 meV dipole error: 20.35 bohr = 10.77 angstrom
N2: bond 2.07 bohr, Theta_zz -0.9013 e bohr^2
N2 SCF energy shift, R = 10 bohr: -4.0648e-06 hartree = -0.11061 meV
N2 SCF energy shift, R = 20 bohr: -1.2692e-07 hartree = -0.00345 meV
N2 shift ratio, R = 10 to R = 20 bohr: 32.03
```
